# Why radiofrequency breakdown can need less voltage than dc breakdown

**Question.** Two parallel plates enclose a gas. The gap breaks down at a certain dc voltage. Why can a radiofrequency voltage with a smaller peak value break down the same gap, and when does this advantage disappear?

**Answer.** Breakdown requires ionization to replace the electrons that are lost. A dc field pushes every electron towards the anode, so nearly the whole population leaves in about one crossing time. An rf field reverses before an electron has gone far, provided that its frequency is high enough. The electron cloud then swings to and fro inside the gap, and electrons reach the plates mainly by diffusion. If this loss is sufficiently slower than the one-way drift loss, less ionization is needed and a smaller peak field can suffice, even though the rf field is weak for part of each cycle and dc receives new electrons from the cathode. The comparison rests on three quantities: the swing of the cloud, the diffusion loss and the requirement set by one-way drift.

### How far the electrons swing

Let $x$ run from 0 to $d$ between the plates, and let $E$ denote $1/e$ times the force on an electron along $+x$, which absorbs the sign of its charge. In dc the anode is at $x=d$. For a force $eE_0\cos\omega t$ and momentum-transfer collision frequency $\nu_m$, the mean electron velocity obeys

$$m\frac{dv}{dt}=eE_0\cos\omega t-m\nu_m v .$$

Insert $v=\mathrm{Re}(\hat v e^{i\omega t})$. Then $m(i\omega+\nu_m)\hat v=eE_0$. Integrating the velocity over time divides its amplitude by $\omega$, so the displacement amplitude is

$$a=\frac{|\hat v|}{\omega}=\frac{eE_0}{m\omega\sqrt{\omega^2+\nu_m^2}}\approx\frac{\mu E_0}{\omega},\qquad \mu=\frac{e}{m\nu_m}.$$

The last form holds for $\omega\ll\nu_m$, where the velocity follows the field, $v=\mu E$. The cloud moves through $2a$ from one extreme to the other, so the condition for the plates not to sweep the whole gap is $2a<d$.

### What an oscillating cloud loses

Before breakdown, space charge is negligible and the applied field is uniform. Take constant $\mu$ and diffusion coefficient $D$, no attachment, and plates that absorb electrons, so that $n=0$ there. The flux is $\Gamma=vn-D\,\partial n/\partial x$, and particle balance gives

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-v(t)\frac{\partial n}{\partial x}+\nu_i(t)n ,$$

where $\nu_i$ is the number of ionizations per electron per unit time. Since $\nu_i$ does not depend on $x$, write $n=u\exp(\int\nu_i\,dt)$. The time derivative of the exponential cancels the ionization term, leaving

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2}-v(t)\frac{\partial u}{\partial x}.$$

If $u$ decays at the cycle-averaged rate $L$, then $n$ grows at the rate $\langle\nu_i\rangle-L$. Without secondary emission from the plates, rf breakdown therefore begins at

$$\langle\nu_i\rangle=L .$$

With no drift, the slowest-decaying solution is $\sin(\pi x/d)$, and $L=\pi^2D/d^2$. Oscillation changes this, but $L$ can be bounded.

For the lower bound, multiply the equation for $u$ by $u$ and integrate by parts. The boundary terms vanish, including the drift term $-v[u^2/2]_0^d$:

$$\frac12\frac{d}{dt}\int_0^d u^2dx=-D\int_0^d\left(\frac{\partial u}{\partial x}\right)^2dx\le-\frac{\pi^2D}{d^2}\int_0^d u^2dx .$$

The inequality follows from the sine series of $u$: differentiation multiplies the $k$th squared coefficient by $(k\pi/d)^2\ge(\pi/d)^2$. Because $\int u^2dx$ decays on average as $e^{-2Lt}$, $L\ge\pi^2D/d^2$.

For the upper bound, follow the cloud with $y=x-a\sin\omega t$. The drift term cancels, leaving pure diffusion in $y$ between moving plates. The strip $a<y<d-a$ is never reached by either plate. Adding absorbers at its edges can only remove electrons, and with them the strip decays at the rate for a gap of width $d-2a$. Hence, for $2a<d$,

$$\frac{\pi^2D}{d^2}\le L\le\frac{\pi^2D}{(d-2a)^2}.$$

For $2a\ll d$ both bounds approach the diffusion loss of a stationary cloud.

### What one-way drift demands

In dc, ions strike the cathode and release new electrons. Let $\gamma$ be the net number of electrons released per ion, with electrons that return to the cathode already discounted, and let all ions reach the cathode. In a steady state $d\Gamma/dx=\nu_i n$, so the ion production per unit area is $\Gamma(d)-\Gamma(0)$. Feedback must supply the cathode flux:

$$\Gamma(0)=\gamma[\Gamma(d)-\Gamma(0)]\quad\Rightarrow\quad\frac{\Gamma(d)}{\Gamma(0)}=1+\frac1\gamma .$$

If diffusion is neglected, $\Gamma=vn$ and $d\Gamma/dx=(\nu_i/v)\Gamma$. The flux grows as $\exp(\nu_ix/v)$, which gives the Townsend condition

$$\nu_i=\frac{v}{d}\ln\left(1+\frac1\gamma\right).$$

The factor $v/d$ is the inverse crossing time. The logarithm appears because one cathode electron must produce $1/\gamma$ ions before its avalanche leaves.

For a fair comparison with rf, diffusion should be kept in dc too. Put $n=e^{qx}f$ with $q=v/(2D)$. Then

$$D\frac{d^2n}{dx^2}-v\frac{dn}{dx}=e^{qx}\left[D\frac{d^2f}{dx^2}+(2Dq-v)\frac{df}{dx}+(Dq^2-vq)f\right].$$

The middle term vanishes, and the last coefficient is $-v^2/(4D)=-Dq^2$. The steady equation becomes $d^2f/dx^2=s^2f$, with $s^2=q^2-\nu_i/D$. The solution vanishing at the anode is $f=\sinh[s(d-x)]$ for $s^2>0$, up to a constant. Since $v=2Dq$,

$$\Gamma=De^{qx}\left(qf-\frac{df}{dx}\right)=De^{qx}\{q\sinh[s(d-x)]+s\cosh[s(d-x)]\}.$$

The flux gain is therefore

$$G=\frac{\Gamma(d)}{\Gamma(0)}=\frac{s\,e^{qd}}{q\sinh(sd)+s\cosh(sd)},$$

and dc breakdown occurs at $G=1+1/\gamma$.

The same substitution shows what happens without feedback or ionization: the density finally decays at $\pi^2D/d^2+v^2/(4D)$. This is not the inverse crossing time. It describes the few late electrons that have diffused against the drift, whereas $v/d$ describes the departure of the main cloud. The check's output line "Dc late decay rate without feedback" gives this rate at the dc threshold field, with ionization left out as well.

### Comparing the two requirements

Neglect diffusion in the dc condition and oscillation in the rf loss. With $v=\mu V/d$, the ratio of the required ionization frequencies is

$$\frac{(v/d)\ln(1+1/\gamma)}{\pi^2D/d^2}=\frac{V\ln(1+1/\gamma)}{\pi^2D/\mu}.$$

Here $V$ is the dc breakdown voltage, and $D/\mu$ is a voltage that measures the random electron energy. Since $(v/d)/(\pi^2D/d^2)=V/(\pi^2D/\mu)$, directed drift empties the gap faster than diffusion does when $V$ is well above $\pi^2D/\mu$, about ten times $D/\mu$.

The voltages differ by much less than this ratio. Take the model ionization law

$$\nu_i(E)=\mu|E|A_ip\,e^{-B_ip/|E|},\qquad \frac{d\ln\nu_i}{d\ln|E|}=1+\frac{B_ip}{|E|}.$$

Ionization rises steeply with field, so a modest reduction in field gives a large reduction in $\nu_i$. The rf field also spends only part of each cycle near its peak, which costs it some of the advantage.

### A numerical case

Take a model gas at $p=1$ Torr, with $d=20$ mm, $\mu=30\ \mathrm{m^2/(V\,s)}$, $D/\mu=5$ V and $\gamma=0.05$. The ionization constants are $A_i=1200\ \mathrm{(m\,Torr)^{-1}}$ and $B_i=18000\ \mathrm{V/(m\,Torr)}$. The drive is at 13.56 MHz, where $\omega/\nu_m\approx0.015$, so the velocity follows the field. Ionization is first assumed to follow the instantaneous field as well.

The dc threshold is 169 V with diffusion and 174 V without it. Diffusion helps slightly: where the density rises towards the anode, it reduces the forward flux below $vn$, so more ionization occurs per electron transported; the thin layer at the anode, where the density falls to zero, takes back part of this gain. The comparison holds the net yield $\gamma$ fixed. In a real gap, diffusion also returns some emitted electrons to the cathode, which lowers the net yield and raises the dc threshold.

The rf threshold is 125 V peak, or 88 V rms. Even the peak is 26% below the dc voltage. At this threshold,

$$a\approx\frac{30\times6256}{8.52\times10^7}\ \mathrm{m}=2.2\ \mathrm{mm}.$$

The full swing is 4.4 mm in a 20 mm gap. The calculated loss, $4.6\times10^6\ \mathrm{s^{-1}}$, lies between the bounds $3.7\times10^6$ and $6.1\times10^6\ \mathrm{s^{-1}}$. Oscillation thus raises the loss by 24% above that of a stationary cloud. A separate time integration including ionization confirms the threshold: the electron number repeats after one cycle to about one part in $10^4$.

In dc the required ionization frequency is $3.6\times10^7\ \mathrm{s^{-1}}$, or 7.9 times the rf requirement. The simple estimate gives

$$\frac{169.2\times3.045}{\pi^2\times5.0}\approx10.4 .$$

It is too high because it omits the help from diffusion in dc and the extra loss from oscillation in rf.

The factor 7.9 can be traced to the voltages. The dc field is $8461/6256=1.35$ times the rf peak field, and the ionization law makes $\nu_i$ 2.9 times larger. The rf cycle average is 0.36 of its peak value. Together these give $2.9/0.36\approx8$, in agreement with the required ratio.

If 125 V were applied as dc, the gain would be $G=3.94$. Each cathode electron would lead to $\gamma(G-1)=0.05\times2.94=0.15$ successors, and the discharge would die out. The same peak voltage suffices in rf because the electrons are retained.

### If ionization cannot follow the field

The electron energy may relax too slowly to follow the oscillation, even though the velocity does. In the opposite limit, $\nu_i$ is constant and set by the rms field $E_0/\sqrt2$. The rf threshold then rises to 141 V peak, still 17% below dc. A rough estimate shows which limit is nearer. The field supplies energy at the mean rate $\tfrac12\mu E_0^2\approx5.9\times10^8$ eV/s per electron, which renews an energy of $\tfrac32D/\mu=7.5$ eV at about $8\times10^7\ \mathrm{s^{-1}}$, whereas $E^2$ oscillates at $2\omega=1.7\times10^8\ \mathrm{s^{-1}}$. At 13.56 MHz this model therefore lies between the two limits and nearer the rms one, so the 26% found with instantaneous response overstates the advantage.

The rise has a direct cause. At the earlier threshold the rms field is $6256/\sqrt2=4424$ V/m, for which the law gives $\nu_i\approx2.7\times10^6\ \mathrm{s^{-1}}$. The instantaneous average was $4.6\times10^6\ \mathrm{s^{-1}}$, because the field peaks contribute strongly. In both limits $\mu$ and $D$ are held fixed; a real gas would require their dependence on electron energy.

### When the advantage disappears

Lower the frequency while keeping the peak voltage at the dc threshold, 169 V. With instantaneous response, mean ionization stays at $1.4\times10^7\ \mathrm{s^{-1}}$, but the swing and the loss increase:

| Frequency (MHz) | $a$ (mm) | $L$ ($10^6\ \mathrm{s^{-1}}$) | $\langle\nu_i\rangle-L$ ($10^6\ \mathrm{s^{-1}}$) |
|---:|---:|---:|---:|
| 13.56 | 3.0 | 5.3 | 9.0 |
| 6.00 | 6.7 | 11.1 | 3.3 |
| 4.00 | 10.1 | 19.2 | −4.8 |
| 3.00 | 13.5 | 26.4 | −12.1 |

Growth changes sign between 6 and 4 MHz, as $a$ approaches half the gap, 10 mm. The condition $a=d/2$ marks the scale of the change, not a sharp breakdown boundary. Negative growth means that ionization in the gas alone cannot sustain the electrons at this voltage. Emission from the plates, omitted from the rf calculation, could make up the deficit only if the yield were large enough.

A large cathode yield can also reverse the order, since it makes one-way loss easier to repair. At the 125 V threshold field, dc feedback is sufficient when $\gamma=1/(G-1)=1/2.94=0.34$. Above this yield, the dc threshold falls below the rf threshold calculated with instantaneous response and without secondary emission. Against the 141 V threshold of the rms limit, the same formula gives a crossover yield of 0.17. Including such emission in rf could lower that threshold too, so this crossover belongs to the stated model.

A narrower gap at the same pressure and frequency also works against rf. The diffusion loss grows as $1/d^2$, and a given swing covers more of the gap, whereas the one-way drift requirement at a given field grows only as $1/d$.

Nor can the frequency be raised without limit. The mean power that the field gives to an electron is

$$\frac12eE_0\,\mathrm{Re}\,\hat v=\frac{e^2E_0^2\nu_m}{2m(\omega^2+\nu_m^2)} .$$

It is down to half its low-frequency value at $\omega=\nu_m$ and falls as $1/\omega^2$ well above that: the velocity amplitude shrinks, and the lag of the velocity behind the force grows towards a quarter cycle. The loss cannot drop below $\pi^2D/d^2$ to compensate, so the required peak voltage rises and eventually exceeds the dc value. To estimate where, let ionization follow the field that gives the same heating, $(E_0/\sqrt2)\,\nu_m/\sqrt{\omega^2+\nu_m^2}$. The law gives $\nu_i=\pi^2D/d^2=3.7\times10^6\ \mathrm{s^{-1}}$ at 4710 V/m, so the peak voltage is $133\ \mathrm{V}\times\sqrt{1+\omega^2/\nu_m^2}$. This reaches 169 V at $\omega\approx0.8\,\nu_m$, about 730 MHz: because the margin is small, the advantage in this model is lost before $\omega$ reaches $\nu_m$.

Radiofrequency therefore has no unconditional advantage. It needs less voltage when the retention of electrons outweighs the time spent at weak field, any loss of heating at high frequency and the help that dc receives from the cathode. The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
Pressure: 1.0 Torr; gap: 20.0 mm
Ionization A_i: 1200 1/(m Torr)
Ionization B_i: 18000 V/(m Torr)
Mobility: 30.0 m^2/(V s)
D/mu: 5.0 V; D: 150.0 m^2/s
Cathode yield gamma: 0.050
Rf frequency: 13.56 MHz
Angular frequency: 8.520e+07 1/s
Collision frequency: 5.863e+09 1/s
ln(1+1/gamma): 3.045
Dc voltage, Townsend without diffusion: 174.4 V
Dc voltage, with diffusion: 169.2 V
Dc threshold field: 8461 V/m
Dc drift speed: 2.538e+05 m/s
Dc transit time: 78.8 ns
Dc inverse transit time: 1.269e+07 1/s
Dc late decay rate without feedback: 1.111e+08 1/s
Dc ionization frequency at threshold: 3.629e+07 1/s
Rf peak voltage, instantaneous response: 125.1 V
Same rf threshold as rms: 88.5 V
Rf peak voltage, rms-field response: 140.8 V
Rf/dc voltage ratio, instantaneous: 0.739
Rf/dc voltage ratio, rms-field: 0.832
Rf threshold peak field: 6256 V/m
Rf oscillation amplitude: 2.20 mm
Diffusion loss without oscillation: 3.701e+06 1/s
Rf loss with oscillation: 4.585e+06 1/s
Upper bound on rf loss: 6.087e+06 1/s
Ionization frequency at rf peak: 1.268e+07 1/s
Cycle mean/peak ionization: 0.362
Dc/rf required ionization: 7.91
Density ratio over one rf cycle: 0.9999
Dc gain at rf threshold field: 3.936
Dc feedback factor there: 0.147
Yield where thresholds meet: 0.341
Scan at 169.2 V peak, mean ionization: 1.435e+07 1/s
13.56 MHz: amplitude 2.98 mm, loss 5.298e+06 1/s, growth 9.048e+06 1/s
6.00 MHz: amplitude 6.73 mm, loss 1.106e+07 1/s, growth 3.289e+06 1/s
4.00 MHz: amplitude 10.10 mm, loss 1.916e+07 1/s, growth -4.812e+06 1/s
3.00 MHz: amplitude 13.47 mm, loss 2.640e+07 1/s, growth -1.206e+07 1/s
1.50 MHz: amplitude 26.93 mm, loss 4.205e+07 1/s, growth -2.771e+07 1/s
```
